# Flexural Frequency of a Free MoS2 Monolayer at One Inverse Nanometre: a numerical check

```python
"""Flexural frequency of a free, tension-free monolayer sheet.

Result under test:  omega = q**2 * sqrt(kappa / rho)
and with tension:   omega**2 = (kappa * q**4 + sigma * q**2) / rho
  omega  angular frequency (rad/s)     q      wavevector 2 pi / wavelength (1/m)
  kappa  bending rigidity (J)          rho    mass per area (kg/m^2)
  sigma  isotropic tension (N/m)
The parameters are those given for monolayer MoS2.
"""
import numpy as np
from scipy.constants import e, hbar, pi
from scipy.integrate import solve_ivp

kappa_ev = 10.0
rho = 3.07e-6
q_per_nm = 1.0

kappa = kappa_ev * e
q = q_per_nm * 1e9
wavelength = 2 * pi / q
stiffness_ratio = kappa / rho
omega = q**2 * np.sqrt(stiffness_ratio)
frequency = omega / (2 * pi)
sigma_equal = kappa * q**2
omega_tense = np.sqrt((kappa * q**4 + sigma_equal * q**2) / rho)
sigma_one_percent = kappa * q**2 * (1.01**2 - 1)


def grid_frequencies(points, sigma):
    """Lowest mode frequencies of a periodic square sheet, side = wavelength.

    The Hessian of the discretised bending and stretching energy is
    divided by the mass of a grid cell and diagonalised.
    """
    spacing = wavelength / points
    one = np.eye(points)
    forward = (np.roll(one, 1, axis=1) - one) / spacing
    slope_x = np.kron(forward, one)
    slope_y = np.kron(one, forward)
    curvature = -(slope_x.T @ slope_x + slope_y.T @ slope_y)
    cell = spacing**2
    hessian = cell * kappa * curvature.T @ curvature
    hessian += cell * sigma * (slope_x.T @ slope_x + slope_y.T @ slope_y)
    squares = np.linalg.eigvalsh(hessian / (rho * cell))
    # The uniform translation must cost no energy.
    assert abs(squares[0]) < 1e-8 * squares[1]
    return np.sqrt(squares[1:9])


# Diagonalisation against the formulas; the grid error is second order
# in the spacing and is removed by extrapolation from two grids.
extrapolated = {}
for label, sigma, expected in (("free", 0.0, omega),
                               ("tense", sigma_equal, omega_tense)):
    coarse = grid_frequencies(16, sigma)
    fine = grid_frequencies(32, sigma)
    limit = (4 * fine - coarse) / 3
    assert np.allclose(limit[:4], expected, rtol=1e-4)
    extrapolated[label] = limit
# The next four modes have wavevector sqrt(2) q: twice the frequency.
assert np.allclose(extrapolated["free"][4:8], 2 * omega, rtol=1e-4)

# The one-percent tension, checked by diagonalisation on one grid.
# The grid error nearly cancels in the ratio.
ratio = (grid_frequencies(32, sigma_one_percent)[0]
         / grid_frequencies(32, 0.0)[0])
assert abs(ratio - 1.01) < 1e-4

# Release a ripple at rest and time its first passage through zero.
# Lengths in nm and times in ps keep the numbers near one.
points = 64
spacing_nm = wavelength * 1e9 / points
ratio_nm_ps = stiffness_ratio * 1e36 / 1e24


def second_difference(height):
    return (np.roll(height, 1) - 2 * height
            + np.roll(height, -1)) / spacing_nm**2


def motion(time, state):
    height, velocity = state[:points], state[points:]
    bending = second_difference(second_difference(height))
    return np.concatenate([velocity, -ratio_nm_ps * bending])


def crest_height(time, state):
    return state[0]


crest_height.terminal = True
crest_height.direction = -1
ripple = np.cos(2 * pi * np.arange(points) / points)
start = np.concatenate([ripple, np.zeros(points)])
run = solve_ivp(motion, (0.0, 10.0), start, method="DOP853",
                events=crest_height, rtol=1e-8, atol=1e-10)
assert len(run.t_events[0]) == 1
period_measured = 4 * run.t_events[0][0]
# The second-order grid error is about 0.08 percent here.
assert abs(period_measured * 1e-12 * frequency - 1) < 2e-3

# Gaussian curvature integrates to zero on a periodic sheet,
# although it is not zero locally.
angles = 2 * pi * np.arange(32) / 32
x, y = np.meshgrid(angles, angles, indexing="ij")
h_xx = np.zeros_like(x)
h_yy = np.zeros_like(x)
h_xy = np.zeros_like(x)
for m, n, amplitude, phase in ((1, 0, 0.7, 0.2), (0, 1, 0.9, 1.1),
                               (1, 2, 0.4, 0.5), (2, -1, 0.3, 2.0),
                               (1, 1, 0.6, 0.9)):
    wave = amplitude * np.cos(m * x + n * y + phase)
    h_xx -= m * m * wave
    h_yy -= n * n * wave
    h_xy -= m * n * wave
gaussian = h_xx * h_yy - h_xy**2
assert np.mean(np.abs(gaussian)) > 0.1
assert abs(np.mean(gaussian)) < 1e-12


def anisotropy(folds):
    """Relative spread with direction of a symmetrised quartic form."""
    direction = np.linspace(0, 2 * pi, 181)
    total = np.zeros_like(direction)
    for k in range(folds):
        c = np.cos(direction + 2 * pi * k / folds)
        s = np.sin(direction + 2 * pi * k / folds)
        total += (1.0 * c**4 + 0.3 * c**3 * s + 0.5 * c**2 * s**2
                  - 0.2 * c * s**3 + 1.7 * s**4)
    return np.ptp(total) / np.mean(total)


# Threefold symmetry makes bending isotropic; fourfold does not.
assert anisotropy(3) < 1e-12
assert anisotropy(4) > 0.1

print(f"bending rigidity kappa: {kappa_ev:.1f} eV")
print(f"areal density rho: {rho:.2e} kg/m^2")
print(f"wavevector q: {q_per_nm:.1f} 1/nm")
print(f"wavelength 2 pi/q: {wavelength * 1e9:.3f} nm")
print(f"joules in one electronvolt: {e:.6e} J")
print(f"kappa/rho: {stiffness_ratio:.4e} m^4/s^2")
print(f"sqrt(kappa/rho): {np.sqrt(stiffness_ratio):.4e} m^2/s")
print(f"angular frequency omega: {omega:.4e} rad/s")
print(f"cyclic frequency f: {frequency / 1e12:.4f} THz")
print(f"phonon quantum hbar omega: {hbar * omega / e * 1e3:.4f} meV")
print(f"omega from grid diagonalisation: "
      f"{extrapolated['free'][0]:.4e} rad/s")
print(f"period 1/f from formula: {1e12 / frequency:.3f} ps")
print(f"period from time integration: {period_measured:.3f} ps")
print(f"tension equal to kappa q^2: {sigma_equal:.3f} N/m")
print(f"omega at that tension, formula: {omega_tense:.4e} rad/s")
print(f"omega at that tension, grid: "
      f"{extrapolated['tense'][0]:.4e} rad/s")
print(f"tension raising omega by 1 percent: "
      f"{sigma_one_percent:.4f} N/m")
print(f"grid frequency ratio at that tension: {ratio:.5f}")
print("every check passed")
```

It prints:

```
bending rigidity kappa: 10.0 eV
areal density rho: 3.07e-06 kg/m^2
wavevector q: 1.0 1/nm
wavelength 2 pi/q: 6.283 nm
joules in one electronvolt: 1.602177e-19 J
kappa/rho: 5.2188e-13 m^4/s^2
sqrt(kappa/rho): 7.2241e-07 m^2/s
angular frequency omega: 7.2241e+11 rad/s
cyclic frequency f: 0.1150 THz
phonon quantum hbar omega: 0.4755 meV
omega from grid diagonalisation: 7.2240e+11 rad/s
period 1/f from formula: 8.697 ps
period from time integration: 8.704 ps
tension equal to kappa q^2: 1.602 N/m
omega at that tension, formula: 1.0216e+12 rad/s
omega at that tension, grid: 1.0216e+12 rad/s
tension raising omega by 1 percent: 0.0322 N/m
grid frequency ratio at that tension: 1.01003
every check passed
```
